# The two ²D terms of d³ and the diagonal sum rule, part 2

We seek the energies $E_\pm$ of the two ²D terms of d³. $H=\sum_{i<j}1/r_{ij}$ (atomic units) acts on the 120 determinants with one real radial function $u(r)$, $\int u^2dr=1$. The stated result, to be derived, is

$$E_\pm = 3A+5B+5C \pm \sqrt{193B^2+8BC+4C^2}.$$

Here $F^k=\iint u^2(r_1)u^2(r_2)\,r_<^k/r_>^{k+1}\,dr_1dr_2$, $F_2=F^2/49$, $F_4=F^4/441$, $[\xi,\eta]=\xi F_2+\eta F_4$, and the Racah parameters are $A=F^0-49F_4$, $B=F_2-5F_4$, $C=35F_4$.

With $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, determinants sharing one orbital $t$ give $\langle pqt|H|rst\rangle=\langle pq\|rs\rangle$; each interchange of creation operators costs a sign. With $c^k(m,m')=\int Y^*_{2m}C_{k,m-m'}Y_{2m'}\,d\Omega$, $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$,

$$\langle pq|rs\rangle=\delta_{\sigma_p\sigma_r}\delta_{\sigma_q\sigma_s}\,\delta_{m_p+m_q,\,m_r+m_s}\sum_k c^k(m_p,m_r)\,c^k(m_s,m_q)\,F^k .$$

The pairs $(7c^2,21c^4)$ are $(2,1)$: $\sqrt6,-\sqrt5$; $(2,0)$: $-2,\sqrt{15}$; $(1,0)$: $1,\sqrt{30}$; $(1,-1)$: $-\sqrt6,-2\sqrt{10}$. Also $c^k(m',m)=(-1)^{m-m'}c^k(m,m')$ and $c^k(-m,-m')=c^k(m,m')$.

With $(a,b;c)=d^\dagger_{a\uparrow}d^\dagger_{b\uparrow}d^\dagger_{c\downarrow}|0\rangle$, the block $M_L=2$, $M_S=\frac12$ has $D_1=(2,1;-1)$, $D_2=(2,0;0)$, $D_3=(2,-1;1)$, $D_4=(2,-2;2)$, $D_5=(1,0;1)$, $D_6=(1,-1;2)$. The diagonal element of $D_5$ is $3A+4B+3C$. $L_+$ maps them to $G_1=(2,1;0)$, $G_2=(2,0;1)$, $G_3=(2,-1;2)$, $G_4=(1,0;2)$ (rows E1–E4 in the final table).

The orthonormal ²D states, annihilated by $L_+$, have seniority 1 and 3:

$$\phi_1=\tfrac12(-1,1,-1,1,0,0),$$
$$\phi_3=\tfrac1{\sqrt{84}}(3,-3,-1,5,2\sqrt6,-4).$$

$h$ is the matrix of $H$ in this basis, with elements $H_{11},H_{13},H_{33}$.

A block trace $T(M_L,M_S)$ sums the energies of all terms with $L\ge M_L$, $S\ge M_S$, giving

$$E_++E_-=T(2,\tfrac12)-T(3,\tfrac12)=6A+10B+10C. \tag{3}$$

The other terms are $E(^4F)=3A-15B$, $E(^4P)=3A$, $E(^2G)=3A-11B+3C$, $E(^2F)=3A+9B+3C$, $E(^2H)=E(^2P)=3A-6B+3C$.

## The 2×2 matrix from one row

If $L_+\phi=0$ then $L_+H\phi=HL_+\phi=0$, so $H$ maps the plane of $\phi_1,\phi_3$ into itself: $H\phi_1=H_{11}\phi_1+H_{13}\phi_3$ and $H\phi_3=H_{13}\phi_1+H_{33}\phi_3$, with $H$ real and symmetric. Because $\phi_1$ has no $D_5$ component, the $D_5$ components of these equations isolate $H_{13}$ and $H_{33}$. Only the row $H_{5j}=\langle D_5|H|D_j\rangle$ is needed. Below, $c\,c'$ stands for $\sum_kc^kc'^kF^k$.

$H_{51}$: the common orbital is $1\uparrow$, first in $D_5$ and second in $D_1$, so one interchange gives a minus sign. The remaining spins are opposite and the exchange part vanishes. $H_{51}=-\langle0\uparrow1\downarrow|2\uparrow{-1}\downarrow\rangle=-c(0,2)c(-1,1)$ with $c(0,2)=c(2,0)$, $c(-1,1)=c(1,-1)$:
$$H_{51}=-\left[(-2)(-\sqrt6),\ \sqrt{15}(-2\sqrt{10})\right]=[-2\sqrt6,\,10\sqrt6]=-2\sqrt6\,(F_2-5F_4)=-2\sqrt6\,B.$$

$H_{52}$: the common orbital $0\uparrow$ is second in both, so the two signs cancel. $H_{52}=\langle1\uparrow1\downarrow|2\uparrow0\downarrow\rangle=c(1,2)c(0,1)$ with $c(1,2)=-c(2,1)$, $c(0,1)=-c(1,0)$:
$$H_{52}=\left[(-\sqrt6)(-1),\ \sqrt5(-\sqrt{30})\right]=[\sqrt6,-5\sqrt6]=\sqrt6\,B.$$

$H_{53}$: the common orbital $1\downarrow$ is last in both, and the remaining spins are parallel. $H_{53}=c(1,2)c(-1,0)-c(1,-1)c(2,0)$ with $c(-1,0)=c(1,0)$:
$$H_{53}=\left[-\sqrt6-2\sqrt6,\ 5\sqrt6+10\sqrt6\right]=-3\sqrt6\,B.$$

$H_{54}=0$, since no orbital is common, and $H_{55}=3A+4B+3C$ from above.

$H_{56}$: the common orbital $1\uparrow$ is first in both. $H_{56}=\langle0\uparrow1\downarrow|{-1}\uparrow2\downarrow\rangle=c(0,-1)c(2,1)$ with $c(0,-1)=c(0,1)=-c(1,0)$:
$$H_{56}=\left[-\sqrt6,\ (-\sqrt{30})(-\sqrt5)\right]=[-\sqrt6,5\sqrt6]=-\sqrt6\,B.$$

The component of $\phi_3$ along $D_5$ is $2\sqrt6/\sqrt{84}$. Then

$$(H\phi_1)_5=\tfrac12\left(2\sqrt6+\sqrt6+3\sqrt6\right)B=3\sqrt6\,B,\qquad H_{13}=3\sqrt6B\,\frac{\sqrt{84}}{2\sqrt6}=3\sqrt{21}\,B,$$

$$\sqrt{84}\,(H\phi_3)_5=\sqrt6\left[(-6-3+3+4)B+2(3A+4B+3C)\right]=6\sqrt6\,(A+B+C),$$

and division by $2\sqrt6$ gives $H_{33}=3A+3B+3C$. The trace of $H$ over the plane is $E_++E_-$, so (3) supplies $H_{11}=6A+10B+10C-H_{33}=3A+7B+7C$. The sign of $H_{13}$ reverses with the sign of $\phi_3$ and has no physical meaning.

## Energies and mixing

Write $h=\bar E\,\mathbb 1+N$ with $\bar E=3A+5B+5C$, $N=\begin{pmatrix}\Delta&V\\V&-\Delta\end{pmatrix}$, $\Delta=\frac12(H_{11}-H_{33})=2B+2C$ and $V=3\sqrt{21}B$. Multiplication gives $N^2=(\Delta^2+V^2)\mathbb 1$, and $N$ is traceless, so its eigenvalues are $\pm R$ with

$$R^2=4B^2+8BC+4C^2+189B^2=193B^2+8BC+4C^2 .$$

This is the stated result $E_\pm=\bar E\pm R$. The projector on the upper state is $\frac12(\mathbb 1+N/R)$, since it squares to itself and $N$ acts on it as $+R$. Its first diagonal element is the weight of $\phi_1$ in the upper state,

$$w_+=\tfrac12\left[1+\frac{2B+2C}R\right],$$

and the lower state carries $1-w_+$. For $B+C>0$ the upper state is mainly of seniority 1.

At $B=0$ the coupling vanishes, seniority is a good quantum number, and for $C>0$ the energies are $3A+7C$ and $3A+3C$. For $|V|\ll\Delta$ the expansion $R\simeq\Delta+V^2/2\Delta$ shows each level pushed away from its diagonal value by $189B^2/(4B+4C)$, to leading order in $V/\Delta$. At $C=0$, $E_\pm=3A+(5\pm\sqrt{193})B$ for $B>0$.

These three limits are formal, since no single radial function reaches them. Because $r_</r_>\le1$, $F^4<F^2$. With $s=\ln r$, $g=u^2r^{1/2}$ and $a_k=k+\frac12$, one has $F^k=\iint g(s_1)g(s_2)e^{-a_k|s_1-s_2|}ds_1ds_2=\frac1{2\pi}\int|\hat g(\omega)|^2\frac{2a_k}{a_k^2+\omega^2}d\omega$. The ratio of the $k=4$ to the $k=2$ kernel, $\frac95\,\frac{25/4+\omega^2}{81/4+\omega^2}$, is at least $\frac59$, so $F^4>\frac59F^2$. With $x=F^4/F^2$, $B=(9-5x)F^2/441>0$, and $C/B=35x/(9-5x)$ lies between $25/8$ and $35/4$. Hence $V/\Delta$ lies between 0.70 and 1.67 and $w_+$ between 0.757 and 0.909. The mixing is never weak, and at $C=4B$ the second-order shift $9.45B$ overshoots the exact $R-\Delta=7B$.

## Why no sum of diagonals can give the energies

Every matrix element of $H$ in a basis that does not depend on $A,B,C$ is linear in these parameters, and so is any fixed linear combination of diagonal elements. If $E_+$ were of this form, $R=E_+-\bar E$ would be linear, and being independent of $A$ it would be $\alpha B+\beta C$. Then $R^2$ would be a perfect square with zero discriminant. The discriminant in $B$ at $C=1$ is $8^2-4\cdot193\cdot4=-3024$. It is not zero, so $R$ is not linear. It is negative, so $R^2>0$ for all real $(B,C)\ne(0,0)$, and the two ²D levels never cross in this model.

The same fact appears in operator form. With $h=3A\,\mathbb 1+B\,M_B+C\,M_C$, where $M_B=\begin{pmatrix}7&3\sqrt{21}\\3\sqrt{21}&3\end{pmatrix}$ and $M_C=\mathrm{diag}(7,3)$, the off-diagonal element of $[M_B,M_C]$ is $3\sqrt{21}\,(3-7)=-12\sqrt{21}$. Matrices diagonal in one basis commute, so no fixed basis diagonalizes $h$ for all $B,C$. For a term that occurs once, $L$ and $S$ fix the state and its energy is linear. Here the state depends on $C/B$, that is, on the shape of the radial function. It does not depend on its length scale, since stretching the radial function multiplies all $F^k$ by the same factor.

A second equation does exist at second order. The trace argument applied to $H^2$ gives

$$\mathrm{Tr}H^2\big|_{M_L=2}-\mathrm{Tr}H^2\big|_{M_L=3}=E_+^2+E_-^2=2\bar E^2+2R^2 ,$$

both blocks at $M_S=\frac12$. Together with (3) it determines both energies, but evaluating $\mathrm{Tr}H^2=\sum_{ij}H_{ij}^2$ directly uses the off-diagonal elements as well as the diagonal ones.

## Worked example

Take the round model parameters $A=0$, $B=1000$ cm⁻¹, $C=4000$ cm⁻¹. They are chosen, not fitted to an ion, and $A$ only shifts all terms together. All energies here are in cm⁻¹.

The matrix elements are $H_{11}=7000+28000=35000$, $H_{33}=3000+12000=15000$ and $H_{13}=3\sqrt{21}\times1000=13747.7$. The mean is $\bar E=25000$ and $\Delta=10000$. With $C=4B$, $R^2=(193+32+64)B^2=289B^2$, so $R=17000$. The root is rational at this ratio $C/B$ by accident. Hence $E_-=8000$ and $E_+=42000$.

The lowest term is $E(^4F)=-15000$. Measured from it, ⁴P lies at 15000, ²G at 16000, ²H and ²P at 21000, the lower ²D at $8000+15000=23000$, ²F at 36000 and the upper ²D at $42000+15000=57000$. The two ²D energies correspond to 2.85 eV and 7.07 eV above ⁴F. The sum rule alone supplies the mean, 40000 above ⁴F, which lies 17000 away from each of the two levels.

The seniority-1 weight is $w_+=\frac12(1+10000/17000)=0.794$ in the upper state and 0.206 in the lower, so seniority is only an approximate label at this ratio.

The nonlinearity shows in numbers. With $C$ switched off the pair lies at $-8892.4$ and $18892.4$, and with $B$ switched off at 12000 and 28000. A linear $E_-$ would equal $-8892.4+12000=3107.6$, against the true 8000. The sum is additive: $-8892.4+18892.4+12000+28000=50000=8000+42000$.

## A check that uses no angular algebra

For a d shell with radial part $r^2e^{-\alpha r^2}$ and $\alpha=1.0$ bohr⁻², radial quadrature gives $F^0=0.709939$, $F^2=0.427844$, $F^4=0.296200$ hartree. Then $A=0.709939-0.296200/9=0.677028$, $B=0.427844/49-5\times0.296200/441=0.005373$ and $C=35\times0.296200/441=0.023508$ hartree, with $C/B=4.375$. The mean is $3(0.677028)+5(0.005373+0.023508)=2.17549$ and $R=0.005373\sqrt{193+8(4.375)+4(4.375)^2}=0.09377$, so $E_-=2.08172$ and $E_+=2.26926$ hartree. Full configuration interaction for two up and one down electron in the five real d orbitals, with Gaussian repulsion integrals and no $c^k$, gives two fivefold levels at 2.081716 and 2.269260 hartree. All 50 eigenvalues of that calculation agree with the term formulas within an absolute tolerance of $10^{-9}$ hartree. The numerical check, with its output, asserts this comparison together with the $c^k$ values, the $D_5$ row, the matrix $h$, the second-order trace relation and the full 120-state spectrum.

## Range of validity

The formula is exact for the Coulomb operator restricted to d³ with one radial function. It ceases to be exact when spin-orbit coupling is added, since $L$ and $S$ are then not separately conserved and the ²D states can mix with other terms of equal $J$. It also ceases to be exact when other configurations of the same parity are admitted or when a surrounding field breaks spherical symmetry. If the radial function is allowed to differ from term to term, a single set of $A,B,C$ in general no longer describes all terms. Within the model the limitation of the sum rule is general: a term that occurs $n$ times enters every block trace only through the sum of its $n$ energies, and separating them requires further information, such as the $n\times n$ matrix or the traces of higher powers of $H$. If a further operator that commutes with $H$ distinguishes the states, as seniority does here in the formal limit $B=0$, the matrix is diagonal in the eigenstates of that operator.

## Table of computed values

```
pairs (m,m'): [(2, 2), (2, 1), (2, 0), (2, -1), (2, -2), (1, 1), (1, 0), (1, -1), (0, 0)]
7 c^2 : [-2, sqrt(6), -2, 0, 0, 1, 1, -sqrt(6), 2]
21 c^4: [1, -sqrt(5), sqrt(15), -sqrt(35), sqrt(70), -4, sqrt(30), -2*sqrt(10), 6]
sum rule 4F: count 1, summed energy 3*A - 15*B
sum rule 4P: count 1, summed energy 3*A
sum rule 2H: count 1, summed energy 3*A - 6*B + 3*C
sum rule 2G: count 1, summed energy 3*A - 11*B + 3*C
sum rule 2F: count 1, summed energy 3*A + 9*B + 3*C
sum rule 2D: count 2, summed energy 6*A + 10*B + 10*C
sum rule 2P: count 1, summed energy 3*A - 6*B + 3*C
diag ML=2 minus 3A: [-9*B + 3*C, -8*B + 4*C, -3*B + 3*C, 12*B + 4*C, 4*B + 3*C, -9*B + 2*C]
diag ML=3 minus 3A: [-10*B + 2*C, -8*B + 2*C, 3*C, -5*B + 2*C]
trace ML=2: 18*A - 13*B + 19*C ; trace ML=3: 12*A - 23*B + 9*C
row D5 of H: [-2*sqrt(6)*B, sqrt(6)*B, -3*sqrt(6)*B, 0, 3*A + 4*B + 3*C, -sqrt(6)*B]
L+ matrix row E1: [sqrt(6), sqrt(6), 0, 0, 0, 0]
L+ matrix row E2: [0, sqrt(6), sqrt(6), 0, 2, 0]
L+ matrix row E3: [0, 0, 2, 2, 0, 2]
L+ matrix row E4: [0, 0, 0, 0, 2, sqrt(6)]
(H phi1)_D5: 3*sqrt(6)*B
sqrt(84)(H phi3)_D5: 6*sqrt(6)*A + 6*sqrt(6)*B + 6*sqrt(6)*C
H11: 3*A + 7*B + 7*C ; H33: 3*A + 3*B + 3*C ; H13: 3*sqrt(21)*B
R^2: 193*B**2 + 8*B*C + 4*C**2 ; discriminant in B at C=1: -3024 ; [MB,MC]_13: -12*sqrt(21)
model: A = 0 cm^-1, B = 1000 cm^-1, C = 4000 cm^-1
H11 = 35000.0, H33 = 15000.0, H13 = 13747.7 cm^-1
E- = 8000.0, E+ = 42000.0, mean = 25000.0, R = 17000.0 cm^-1
E(4F) = -15000.0 cm^-1; sum-rule mean of 2D above 4F = 40000.0 cm^-1
4P above 4F: 15000.0 cm^-1
2G above 4F: 16000.0 cm^-1
2H above 4F: 21000.0 cm^-1
2P above 4F: 21000.0 cm^-1
2F above 4F: 36000.0 cm^-1
2D- above 4F: 23000.0 cm^-1
2D+ above 4F: 57000.0 cm^-1
2D- above 4F: 2.8516 eV; 2D+ above 4F: 7.0671 eV
seniority-1 weight: upper 0.7941, lower 0.2059 (dimensionless)
C=0 limit: -8892.4, 18892.4 cm^-1; B=0 limit: 12000.0, 28000.0 cm^-1
E-(B,0)+E-(0,C) = 3107.6 cm^-1, against E-(B,C) = 8000.0 cm^-1
Gaussian d shell: alpha = 1.0 bohr^-2
F0 = 0.709939, F2 = 0.427844, F4 = 0.296200 hartree
A = 0.677028, B = 0.005373, C = 0.023508 hartree; C/B = 4.3750
formula: E- = 2.08171600, E+ = 2.26926034 hartree
full CI: E- = 2.08171600, E+ = 2.26926034 hartree
```
